# Saturation of transmitted intensity under two-photon absorption: test program

```python
# Result under test: for dI/dz = -beta*I^2 the output of a length L is
# I0/(1 + beta*I0*L), which rises towards the bound 1/(beta*L).
# I: intensity (GW/cm^2), I0: input intensity, beta: two-photon coefficient
# (cm/GW), L: length (cm). Extensions: linear loss alpha (1/cm), steady
# carrier loss gamma*I^3 (gamma in cm^3/GW^2), Kerr phase coefficient kappa
# (rad cm/GW), and a Gaussian pulse treated slice by slice.
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

beta = 0.8
length = 2.5
saturation = 1.0 / (beta * length)


def propagate(input_intensity, alpha=0.0, gamma=0.0):
    """Integrate the loss equation numerically for the logarithm of I."""
    def log_slope(z, log_intensity):
        intensity = np.exp(log_intensity)
        return -(alpha + beta * intensity + gamma * intensity**2)
    start = np.log(np.atleast_1d(np.asarray(input_intensity, dtype=float)))
    run = solve_ivp(log_slope, (0.0, length), start, method="DOP853",
                    rtol=1e-11, atol=1e-12)
    assert run.success
    return np.exp(run.y[:, -1])


def closed_form(input_intensity):
    return input_intensity / (1.0 + beta * input_intensity * length)


print(f"two-photon coefficient beta = {beta:.2f} cm/GW")
print(f"length L = {length:.2f} cm")
print(f"bound 1/(beta L) = {saturation:.4f} GW/cm^2"
      f" = {saturation * 1e13:.3e} W/m^2")

# Output, monotonic rise, bound and relative gap
inputs = np.array([0.1, 0.5, 1.0, 5.0, 50.0])
outputs = np.array([propagate(value)[0] for value in inputs])
strengths = beta * inputs * length
assert np.allclose(outputs, closed_form(inputs), rtol=1e-8)
assert np.all(np.diff(outputs) > 0) and np.all(outputs < saturation)
gaps = 1.0 - outputs / saturation
assert np.allclose(gaps, 1.0 / (1.0 + strengths), rtol=1e-6)
for value, strength, output, gap in zip(inputs, strengths, outputs, gaps):
    print(f"input {value:.1f} GW/cm^2: S = {strength:.1f},"
          f" output = {output:.4f} GW/cm^2,"
          f" transmission = {output / value:.4f},"
          f" relative gap to bound = {gap:.4f}")

huge_input = 1e6
assert abs(propagate(huge_input)[0] / saturation - 1.0) < 1e-6
ninety_input = 9.0 * saturation
ninety_fraction = propagate(ninety_input)[0] / saturation
assert abs(ninety_fraction - 0.9) < 1e-8
print(f"input for 90% of the bound = {ninety_input:.2f} GW/cm^2")

# Response to a small change of the input
probe = 5.0
step = 1e-3 * probe
slope = (propagate(probe + step)[0] - propagate(probe - step)[0]) / (2 * step)
probe_output = propagate(probe)[0]
transmission = 1.0 / (1.0 + beta * probe * length)
assert abs(slope / transmission**2 - 1.0) < 1e-4
modulation_transfer = slope * probe / probe_output
assert abs(modulation_transfer / transmission - 1.0) < 1e-4
print(f"at input {probe:.1f} GW/cm^2: slope dIout/dI0 = {slope:.5f},"
      f" relative modulation transfer = {modulation_transfer:.4f}")

# Complex field: the Kerr term turns the phase and leaves the intensity alone
kappa = 2.0
field_run = solve_ivp(
    lambda z, field: (1j * kappa - beta / 2) * np.abs(field)**2 * field,
    (0.0, length), np.array([np.sqrt(probe) + 0j]), method="DOP853",
    rtol=1e-11, atol=1e-12)
assert field_run.success
field_output = field_run.y[0, -1]
kerr_phase = kappa / beta * np.log(1.0 + beta * probe * length)
assert abs(abs(field_output)**2 / closed_form(probe) - 1.0) < 1e-8
expected_field = np.sqrt(closed_form(probe)) * np.exp(1j * kerr_phase)
assert abs(field_output - expected_field) < 1e-7
print(f"Kerr coefficient kappa = {kappa:.1f} rad cm/GW,"
      f" phase at input {probe:.1f} GW/cm^2 = {kerr_phase:.3f} rad")


# Linear loss lowers the plateau; a vanishing loss restores the bound
def lossy_plateau(alpha):
    return alpha / (beta * np.expm1(alpha * length))


linear_loss = 0.2
numerical_lossy = propagate(huge_input, alpha=linear_loss)[0]
assert abs(numerical_lossy / lossy_plateau(linear_loss) - 1.0) < 1e-5
assert numerical_lossy < saturation
assert abs(propagate(huge_input, alpha=1e-6)[0] / saturation - 1.0) < 1e-5
print(f"linear loss alpha = {linear_loss:.2f} 1/cm:"
      f" plateau = {numerical_lossy:.4f} GW/cm^2")

# Steady carriers made by the two-photon absorption itself
photon_energy_ev = 0.8
photon_energy_gw_s = photon_energy_ev * elementary_charge * 1e-9
cross_section = 1e-17  # cm^2
print(f"photon energy = {photon_energy_ev:.1f} eV,"
      f" carrier cross-section = {cross_section:.1e} cm^2")
for lifetime in (1e-12, 1e-9):
    gamma = cross_section * lifetime * beta / (2.0 * photon_energy_gw_s)
    ratio = gamma / beta

    def length_mismatch(intensity):
        return (1.0 / intensity - ratio * np.log1p(1.0 / (ratio * intensity))
                - beta * length)

    plateau = brentq(length_mismatch, 1e-6, saturation, xtol=1e-13)
    # The finite input shortens the effective length by less than 1e-5 of L.
    numerical_plateau = propagate(1e5, gamma=gamma)[0]
    assert abs(numerical_plateau / plateau - 1.0) < 2e-5
    assert numerical_plateau < saturation
    print(f"carrier lifetime {lifetime * 1e12:.0f} ps:"
          f" gamma = {gamma:.4g} cm^3/GW^2, plateau = {plateau:.4f} GW/cm^2,"
          f" fraction of bound = {plateau / saturation:.3f}")

# Gaussian pulse without carriers: each slice saturates, the fluence grows
pulse_time = 1.0  # ps; GW/cm^2 times ps equals mJ/cm^2
times = np.linspace(-6.0, 6.0, 121) * pulse_time
time_step = times[1] - times[0]
print(f"pulse time t0 = {pulse_time:.1f} ps")
previous_fluence = 0.0
for peak in (5.0, 50.0, 500.0):
    pulse_output = propagate(peak * np.exp(-(times / pulse_time)**2))
    fluence = np.sum(pulse_output) * time_step
    half_width = pulse_time * np.sqrt(np.log(beta * peak * length))
    lower_bound = saturation * half_width
    inside = np.abs(times) <= half_width
    assert np.all(pulse_output[inside] >= 0.5 * saturation * (1 - 1e-8))
    assert np.all(pulse_output < saturation)
    assert fluence > lower_bound and fluence > previous_fluence
    previous_fluence = fluence
    print(f"pulse peak input {peak:.0f} GW/cm^2:"
          f" peak output = {pulse_output.max():.4f} GW/cm^2,"
          f" output fluence = {fluence:.4f} mJ/cm^2,"
          f" lower bound = {lower_bound:.4f} mJ/cm^2")

print("done: every assertion held")
```

Running it gives:

```
two-photon coefficient beta = 0.80 cm/GW
length L = 2.50 cm
bound 1/(beta L) = 0.5000 GW/cm^2 = 5.000e+12 W/m^2
input 0.1 GW/cm^2: S = 0.2, output = 0.0833 GW/cm^2, transmission = 0.8333, relative gap to bound = 0.8333
input 0.5 GW/cm^2: S = 1.0, output = 0.2500 GW/cm^2, transmission = 0.5000, relative gap to bound = 0.5000
input 1.0 GW/cm^2: S = 2.0, output = 0.3333 GW/cm^2, transmission = 0.3333, relative gap to bound = 0.3333
input 5.0 GW/cm^2: S = 10.0, output = 0.4545 GW/cm^2, transmission = 0.0909, relative gap to bound = 0.0909
input 50.0 GW/cm^2: S = 100.0, output = 0.4950 GW/cm^2, transmission = 0.0099, relative gap to bound = 0.0099
input for 90% of the bound = 4.50 GW/cm^2
at input 5.0 GW/cm^2: slope dIout/dI0 = 0.00826, relative modulation transfer = 0.0909
Kerr coefficient kappa = 2.0 rad cm/GW, phase at input 5.0 GW/cm^2 = 5.995 rad
linear loss alpha = 0.20 1/cm: plateau = 0.3854 GW/cm^2
photon energy = 0.8 eV, carrier cross-section = 1.0e-17 cm^2
carrier lifetime 1 ps: gamma = 0.03121 cm^3/GW^2, plateau = 0.4636 GW/cm^2, fraction of bound = 0.927
carrier lifetime 1000 ps: gamma = 31.21 cm^3/GW^2, plateau = 0.0722 GW/cm^2, fraction of bound = 0.144
pulse time t0 = 1.0 ps
pulse peak input 5 GW/cm^2: peak output = 0.4545 GW/cm^2, output fluence = 1.4076 mJ/cm^2, lower bound = 0.7587 mJ/cm^2
pulse peak input 50 GW/cm^2: peak output = 0.4950 GW/cm^2, output fluence = 2.0952 mJ/cm^2, lower bound = 1.0730 mJ/cm^2
pulse peak input 500 GW/cm^2: peak output = 0.4995 GW/cm^2, output fluence = 2.6027 mJ/cm^2, lower bound = 1.3141 mJ/cm^2
done: every assertion held
```
